LO-TO splitting and the Lyddane-Sachs-Teller relation from Huang's equations

**1. The result**

Consider an insulating cubic crystal with two different atoms in the primitive cell. In one optical vibration of long wavelength the atoms move along the wave vector q (longitudinal optical, LO). In two others they move perpendicular to it (transverse optical, TO). The frequencies differ:

ω_LO² − ω_TO² = 4πZ*² / (Ω μ ε_∞)  (1)

They are also tied to the dielectric constants by the Lyddane-Sachs-Teller relation:

ω_LO² / ω_TO² = ε₀ / ε_∞  (2)

Here Ω is the volume of the primitive cell and μ = m₁m₂/(m₁ + m₂) is the reduced mass. The Born charge Z* says how much dipole moment a displacement creates. The constant ε_∞ describes the response of the electrons with the nuclei held fixed, and ε₀ the static response with the nuclei free to move within the cell.

Hartree atomic units are used. The displacement field is D = E + 4πP, where E is the macroscopic electric field, averaged over a cell, and P is the dipole moment per volume.

**2. The energy of one cell**

Let u₁ and u₂ be the displacements of the two atoms, and u = u₁ − u₂. In a long wave neighbouring cells move almost alike, so each cell can be treated as part of a uniformly distorted crystal in a uniform field E. A common shift of both atoms costs no energy, so only u matters.

Let W be the energy of the cell without the energy of the macroscopic field. It changes when the atoms move against the force F that belongs to u, and when the field does work on the dipole moment ΩP:

dW = −F·du + ΩE·dP

Since E is a more convenient variable than P, define U = W − ΩE·P. Then

dU = dW − ΩE·dP − ΩP·dE = −F·du − ΩP·dE

so that F = −∂U/∂u at fixed E, and ΩP = −∂U/∂E at fixed u.

For small u and E we keep terms up to second order (the harmonic approximation). Linear terms are absent, because at u = 0 and E = 0 the crystal is in equilibrium and, being cubic, has no polarization. Each quadratic term could contain a 3×3 tensor. In a cubic crystal the twofold rotations about the cube axes remove the off-diagonal elements, and the threefold rotations make the diagonal ones equal. Each tensor is then a number times the unit tensor, and three numbers remain:

U = ½Ku² − Z*u·E − ½Ωχ_∞E²  (3)

The electrons are assumed to follow the nuclei without delay, so their response is already contained in K, Z* and χ_∞.

**3. Huang's equations**

Differentiating (3) gives

F = −Ku + Z*E
P = Z*u/Ω + χ_∞E  (4)

At fixed nuclei, u = 0, we have D = (1 + 4πχ_∞)E. By definition this is ε_∞E, hence

ε_∞ = 1 + 4πχ_∞  (5)

Next comes the equation of motion. Since U depends on u₁ − u₂ alone, the force on atom 1 is F and that on atom 2 is −F. Therefore

ü = ü₁ − ü₂ = F/m₁ + F/m₂ = F/μ

Write K = μω_TO². For the moment ω_TO is merely a name for the frequency that u would have at E = 0. Then

μü = −μω_TO²u + Z*E  (6)

Equations (4) and (6) are Huang's equations. A more symmetric form employs the scaled displacement w = √(μ/Ω) u. Multiplying (6) by 1/√(μΩ), and putting u = √(Ω/μ) w into (4), gives

ẅ = b₁₁w + b₁₂E
P = b₁₂w + b₂₂E

b₁₁ = −ω_TO²,  b₁₂ = Z*/√(Ωμ),  b₂₂ = (ε_∞ − 1)/4π

The same b₁₂ stands in both lines because both terms come from the single term −Z*u·E in the energy. The charge that says how strongly a field pushes the atoms is also the charge that says how much polarization the atoms produce.

**4. The field that accompanies a wave**

Huang's equations do not say what E is. Maxwell's equations do. Let u, P, E, D and the magnetic field B all vary as exp[i(q·r − ωt)]. Without free charges and currents, and without magnetization,

q×E = (ω/c)B,  q×B = −(ω/c)D

Take the vector product of q with the first equation and insert the second:

q×(q×E) = −(ω²/c²)D

The left side is q(q·E) − q²E. With D = E + 4πP and a change of sign,

q²E − q(q·E) = (ω²/c²)(E + 4πP)  (7)

For the components along q the left side vanishes. Since ω ≠ 0, this means

E = −4πP  (longitudinal)  (8)

which is the same as D = 0. For the components perpendicular to q we have q·E = 0, and (7) becomes (q² − ω²/c²)E = 4π(ω²/c²)P, or

E = 4πP ω²/(c²q² − ω²)  (transverse)  (9)

If q is much larger than ω/c, this field is negligible. At the same time q must be small compared with π divided by the atomic spacing, or neighbouring cells would not move alike. Light is so much faster than lattice vibrations that there is a wide range between these limits, and "long wavelength" below means this range.

**5. Transverse and longitudinal frequencies**

Because the coefficients in Huang's equations are plain numbers, a displacement perpendicular to q gives P and E perpendicular to q, and a displacement along q gives P and E along q. The two cases can be treated separately.

*Transverse.* With E = 0, equation (6) is μü = −μω_TO²u. The frequency is ω_TO, which justifies the name.

*Longitudinal.* Insert P from (4) into (8):

E = −4πZ*u/Ω − 4πχ_∞E

Collect the terms with E on the left and use (5):

(1 + 4πχ_∞)E = ε_∞E = −4πZ*u/Ω

E = −4πZ*u/(Ωε_∞)  (10)

Put this field into (6):

μü = −[μω_TO² + 4πZ*²/(Ωε_∞)] u

The square bracket is μω_LO². Division by μ gives

ω_LO² = ω_TO² + 4πZ*²/(Ωμε_∞)

which is the result (1).

The signs show the mechanism. The force Z*E from (10) is proportional to −Z*²u, so it opposes the displacement whatever the sign of Z*. It acts as an additional spring. The Born charge appears squared because it enters once when the displacement creates the field and once when the field acts on the atoms. The constant ε_∞ appears once because the electrons screen the field that the displacement creates.

In terms of charge, a longitudinal wave of polarization has planes where P converges and planes where it diverges. Bound charge accumulates there and produces the field. In a transverse wave P varies only perpendicular to its own direction, so div P = 0 and there is no such charge.

**6. The static dielectric constant**

Now apply a constant field E and let the atoms come to rest. With ü = 0, equation (6) gives

u = Z*E/(μω_TO²)

This requires ω_TO² > 0, that is, a crystal stable against this displacement. Insertion into (4) gives

P = [Z*²/(Ωμω_TO²) + χ_∞] E

From D = E + 4πP = ε₀E and (5) it follows that

ε₀ = ε_∞ + 4πZ*²/(Ωμω_TO²)  (11)

Divide (11) by ε_∞, and divide (1) by ω_TO²:

ε₀/ε_∞ = 1 + 4πZ*²/(Ωμε_∞ω_TO²)
ω_LO²/ω_TO² = 1 + 4πZ*²/(Ωμε_∞ω_TO²)

The right sides are equal, which proves (2). The Born charge, the mass and the volume have dropped out of the relation between the two ratios.

The shape of the cell was held fixed throughout. In a crystal without an inversion centre, such as one with the zincblende structure, a static field can also strain the crystal in proportion to the field (piezoelectricity), and this strain adds to P. The ε₀ in (2) is then the constant at fixed strain. In the rocksalt structure inversion symmetry forbids this linear effect.

**7. Limiting cases and conditions**

*No Born charge.* If Z* = 0, then ω_LO = ω_TO and ε₀ = ε_∞. This happens in the diamond structure, where the two atoms are alike and an inversion exchanges them. The inversion turns u₁ into −u₂ and u₂ into −u₁, so u = u₁ − u₂ is unchanged while P changes sign. A relation P = Z*u/Ω can then hold only with Z* = 0.

*A soft transverse mode.* Suppose ω_TO tends to zero while Z*, Ω, μ and ε_∞ stay finite. By (1), ω_LO stays finite, and by (11), ε₀ grows without bound. The crystal has become easy to polarize because the spring that resists u at E = 0 has become weak.

*Calculations at q = 0.* Density functional perturbation theory yields the force constants for a displacement that repeats in every cell. If the potential is kept periodic in the lattice, it contains no macroscopic field, so E = 0. It then gives three equal optical frequencies ω_TO. To obtain the LO mode one must add the field for a chosen direction q̂ = q/|q|. For a general u, only the component along q produces a field, so (10) becomes E = −4πZ*q̂(q̂·u)/(Ωε_∞), and the equation for the frequencies is

μω²u = μω_TO²u + [4πZ*²/(Ωε_∞)] q̂(q̂·u)  (12)

The last term depends on the direction of q but not on its length, so it has no unique value at q = 0. It is called the non-analytic term. Its ingredients Z* and ε_∞ are themselves responses to a displacement and to an electric field, which the same theory provides.

*Very small q.* When q is comparable with ω/c, the transverse field (9) is no longer negligible, and the vibration mixes with light. If q tends to zero while ω stays finite, (9) gives E = −4πP, the same field as in the longitudinal case. A transverse vibration of this kind then has the frequency ω_LO too, as it must, since at q = 0 no direction is distinguished.

*Free carriers.* In a metal or a doped semiconductor, mobile charges contribute to the screening of the longitudinal field. Equation (8) with P from (4) is then incomplete, and (1) and (2) do not hold as they stand.

**8. A model crystal**

The formulas take Z*, ε_∞ and ω_TO as given. A simple model shows how they arise and provides numbers that can be followed by hand. The parameters are round values and describe no particular material. The model is meant for long waves only. With the values of section 9 and the direction-independent springs of the numerical check, one mode at the zone-boundary point q = (0, 0, π/(5 bohr)) has a slightly negative ω², so the lattice is not stable against all short-wavelength displacements. The long-wave quantities derived here do not depend on this.

Ions of charge +Z and −Z form a rocksalt lattice. They have polarizabilities α₁ and α₂, and springs between neighbours give a restoring force −ku on the positive ion when the two sublattices are displaced relative to each other. Displacing the charges adds the dipole moment Zu₁ − Zu₂ = Zu per cell. The induced dipoles add αF, where α = α₁ + α₂ and F is the local field, which acts on an ion (in this section F denotes this field, not the force of sections 2 and 3):

ΩP = Zu + αF  (13)

*The local field.* It differs from the macroscopic field because an ion feels its discrete surroundings. Give all ions of one sublattice equal dipoles, modulated by a long wave, and write the field at an ion site as a tensor times the dipole. The field of each distant dipole contains the second derivatives of 1/r. Their trace is ∇²(1/r) = 0 for r ≠ 0, so the whole sum has zero trace. By (8), the macroscopic part of the sum is −4πq̂q̂/Ω, with trace −4π/Ω. The rest does not depend on the direction of q for long waves, and by cubic symmetry it is a number C times the unit tensor. Zero total trace requires 3C − 4π/Ω = 0, so C = 4π/(3Ω). This holds for either sublattice and at either site, hence

F = E + (4π/3)P  (14)

*Elimination of F.* Insert (13) into (14) and set x = 4πα/(3Ω):

F = E + 4πZu/(3Ω) + xF
F = [E + 4πZu/(3Ω)] / (1 − x)

The undisturbed lattice exerts no field on an ion. Its field gradient at a cubic site is isotropic and has zero trace, so it vanishes as well. To first order the electric force on the positive ion is therefore ZF, and the total force is

−ku + ZF = −{k − 4πZ²/[3Ω(1 − x)]} u + [Z/(1 − x)] E

Comparison with (6) gives

μω_TO² = k − 4πZ²/[3Ω(1 − x)]
Z* = Z/(1 − x)

With u = 0, (13) gives P = αE/[Ω(1 − x)], and 4πα/Ω = 3x, so

ε_∞ = 1 + 3x/(1 − x) = (1 + 2x)/(1 − x)

**9. Numbers**

Take Z = 1, Ω = 250 bohr³, α = 5 + 15 = 20 bohr³ and k = 0.100 hartree/bohr². The masses are 40000 and 60000 electron masses, so μ = 24000 electron masses. First,

x = 4π × 20/(3 × 250) = 0.3351
ε_∞ = 1.6702/0.6649 = 2.512
Z* = 1/0.6649 = 1.504

In this model the Born charge exceeds the ionic charge because the moving ions also polarize one another; eliminating x gives Z* = Z(ε_∞ + 2)/3. This relation belongs to the model and is not a rule for real crystals. The model leaves out the deformation of the electron clouds where neighbouring ions overlap, and it overestimates Z*. Measured frequencies put into (1) give Z* of about 1.1 for NaCl and about 2.0 for MgO, where the relation would give about 1.4 and 3.3. The restoring constant without a macroscopic field is

μω_TO² = 0.1000 − 4π × 1.504/(3 × 250) = 0.1000 − 0.0252 = 0.0748 hartree/bohr²

In the longitudinal mode the macroscopic field adds

4πZ*²/(Ωε_∞) = 4π × 1.504²/(250 × 2.512) = 0.0453 hartree/bohr²

so that μω_LO² = 0.1201 hartree/bohr². Division by μ and the square root give

ω_TO = 1.765 × 10⁻³ hartree = 387.5 cm⁻¹
ω_LO = 2.237 × 10⁻³ hartree = 490.9 cm⁻¹

The splitting is 103.4 cm⁻¹. For the dielectric constant, (11) gives

ε₀ = 2.512 + 4π × 1.504²/(250 × 0.0748) = 4.032

and the two ratios in (2) are

ε₀/ε_∞ = 4.032/2.512 = 1.605
ω_LO²/ω_TO² = 0.1201/0.0748 = 1.605 (from unrounded values)

**10. Numerical check**

The frequencies of the lattice can be computed without assuming (8), (10) or (14). The numerical check sums the fields of all dipoles at q = 5.0 × 10⁻⁴ bohr⁻¹ and diagonalizes the equations of motion of both ions. This q lies well between ω_TO/c = 1.29 × 10⁻⁵ bohr⁻¹ and π/(5 bohr) = 0.628 bohr⁻¹. The sums are electrostatic; by (9), the neglected transverse field is about 7 × 10⁻⁴ of 4πP. Put into (6) with P ≈ Z*u/Ω and written with (11), this field would lower the transverse frequency by the fraction ½(ε₀ − ε_∞)ω_TO²/(c²q²), about 5 × 10⁻⁴ at this q. The much closer agreement reported below is therefore between the electrostatic sums and the formulas, both of which leave this field out.

The frequencies found are 1.765412 × 10⁻³ and 2.236660 × 10⁻³ hartree. They agree with the formulas to about one part in a million of the frequency. The static response to an external longitudinal field E_ext, with both ions free, gives ε₀ = 4.0320; here the macroscopic field is taken as E = E_ext − 4πP, which applies (8) to the induced polarization. When the macroscopic part −4πq̂q̂/Ω, the form given by (8), is removed from the sums, all three optical frequencies become 1.76541 × 10⁻³ hartree: the splitting disappears, as section 5 requires. The tests cover three sets of parameters and two directions of q, with a relative tolerance of 10⁻⁴.

Numbers as computed

```
INPUTS
nearest-neighbour distance: 5.0 bohr
cell volume Omega: 250.0 bohr^3
ion masses: 40000 and 60000 electron masses
ion charge Z: 1.0 e
polarizabilities: 5.0 and 15.0 bohr^3
spring stiffness k: 0.100 hartree/bohr^2
BY THE DERIVED FORMULAS
reduced mass mu: 24000 electron masses
x = 4 pi alpha/(3 Omega): 0.33510
eps_inf: 2.5120
Born charge Z*: 1.5040 e
local-field softening of k: 0.025200 hartree/bohr^2
mu w_TO^2: 0.074800 hartree/bohr^2
4 pi Z*^2/(Omega eps_inf): 0.045263 hartree/bohr^2
mu w_LO^2: 0.120064 hartree/bohr^2
w_LO^2 - w_TO^2: 1.88597e-06 hartree^2
w_TO: 1.765413e-03 hartree = 387.46 cm^-1
w_LO: 2.236660e-03 hartree = 490.89 cm^-1
w_LO - w_TO: 103.43 cm^-1
LO field per displacement E/u: -0.030095 hartree/(e bohr^2)
eps_0 from static Huang equations: 4.0320
w_LO^2/w_TO^2: 1.60512
eps_0/eps_inf: 1.60512
BY THE LATTICE CALCULATION, q along [1,2,3]
wave number q: 5.0e-04 1/bohr
w_TO/c: 1.29e-05 1/bohr
pi/(nearest-neighbour distance): 0.628 1/bohr
transverse |E|/(4 pi |P|) by retardation: 6.64e-04
w_TO from diagonalization: 1.765412e-03 hartree
w_LO from diagonalization: 2.236660e-03 hartree
LO field per displacement: -0.030095 hartree/(e bohr^2)
eps_inf from clamped-ion response: 2.5120
eps_0 from free-ion response: 4.0320
optical frequencies without macroscopic field: 1.76541e-03, 1.76541e-03, 1.76541e-03 hartree
crystals tested: 3, directions of q for each: 2
```
